# Exchange Is Coulomb Repulsion in Antisymmetric States, Not a Separate Force: verification in Python

```python
"""
Result under test: exchange energy is the expectation value of the ordinary
repulsion in an antisymmetric state, not an additional force.
  One determinant:  <W> = 1/2 sum_ij (J_ij - [equal spins] K_ij)
  Two electrons in orbitals a, b:  triplet J - K, singlet J + K
  J = <ab|w|ab>, K = <ab|w|ba>; w is the pair interaction.
With w scaled by lam, the singlet-triplet splitting starts as 2*lam*K and is
zero at lam = 0, while the spatial correlation due to antisymmetry remains.
Example: two electrons in a harmonic trap of frequency omega, orbitals s and
p_z, repulsion lam/r12. Hartree atomic units throughout.
"""
from functools import reduce
from itertools import permutations
from math import factorial, pi, sqrt

import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.special import spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- explicit antisymmetrized states on a small lattice ----------
rng = np.random.default_rng(7)
n_sites = 4
raw = rng.normal(size=(n_sites, 3)) + 1j * rng.normal(size=(n_sites, 3))
orbitals = np.linalg.qr(raw)[0].T          # three orthonormal complex orbitals
UP, DOWN = np.array([1.0, 0.0]), np.array([0.0, 1.0])
site_of = np.arange(2 * n_sites) // 2      # site belonging to each (site, spin)


def determinant_state(spin_orbitals):
    """Full N-particle amplitude built by summing over signed permutations."""
    n = len(spin_orbitals)
    total = 0
    for perm in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(perm)]))
        total = total + sign * reduce(
            np.multiply.outer, [spin_orbitals[p] for p in perm])
    return total / sqrt(factorial(n))


def repulsion(bra, ket, w):
    """Matrix element of the spin-free pair interaction, two or three bodies."""
    pair = w[np.ix_(site_of, site_of)]
    if ket.ndim == 2:
        table = pair
    else:
        table = pair[:, :, None] + pair[:, None, :] + pair[None, :, :]
    return np.vdot(bra, table * ket)


def lattice_J(a, b, w):
    return float(abs(a)**2 @ w @ abs(b)**2)


def lattice_K(a, b, w):
    overlap = a.conj() * b
    return float((overlap @ w @ overlap.conj()).real)


w_random = rng.uniform(0.2, 1.5, (n_sites, n_sites))
w_random = (w_random + w_random.T) / 2
w_constant = np.full((n_sites, n_sites), 0.7)
w_contact = np.eye(n_sites)

# three electrons with spins up, up, down; double sum includes i = j
spins = [UP, UP, DOWN]
three = determinant_state([np.kron(o, s) for o, s in zip(orbitals, spins)])
assert abs(np.vdot(three, three) - 1) < 1e-12
three_direct = repulsion(three, three, w_random).real
three_rule = 0.5 * sum(
    lattice_J(orbitals[i], orbitals[j], w_random)
    - (spins[i] @ spins[j]) * lattice_K(orbitals[i], orbitals[j], w_random)
    for i in range(3) for j in range(3))
assert abs(three_direct - three_rule) < 1e-12

# two electrons: the four spin arrangements of one orbital pair
a, b = orbitals[0], orbitals[1]
J_lat, K_lat = lattice_J(a, b, w_random), lattice_K(a, b, w_random)
four = [determinant_state([np.kron(a, s), np.kron(b, t)])
        for s in (UP, DOWN) for t in (UP, DOWN)]
W4 = np.array([[repulsion(x, y, w_random) for y in four] for x in four])
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
spin_dot = sum(np.kron(m, m) for m in (sx, sy, sz))
spin_form = (J_lat - K_lat / 2) * np.eye(4) - 2 * K_lat * spin_dot
assert np.allclose(W4, spin_form, atol=1e-12)
triplet_zero = (four[1] + four[2]) / sqrt(2)
singlet_open = (four[1] - four[2]) / sqrt(2)
E_parallel = repulsion(four[0], four[0], w_random).real
E_triplet_zero = repulsion(triplet_zero, triplet_zero, w_random).real
E_updown = repulsion(four[1], four[1], w_random).real
E_singlet_open = repulsion(singlet_open, singlet_open, w_random).real
assert abs(E_parallel - E_triplet_zero) < 1e-12
assert abs(E_singlet_open - (J_lat + K_lat)) < 1e-12
assert abs(E_updown - J_lat) < 1e-12

# controls: constant interaction does not split, contact spares parallel spins
constant_split = (repulsion(singlet_open, singlet_open, w_constant)
                  - repulsion(four[0], four[0], w_constant)).real
contact_parallel = repulsion(four[0], four[0], w_contact).real
contact_singlet = repulsion(singlet_open, singlet_open, w_contact).real
assert abs(constant_split) < 1e-12
assert abs(contact_parallel) < 1e-12 and contact_singlet > 1e-3

# ---------- Coulomb integrals of the trap orbitals ----------
omega = 0.5
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2
r_end = 9 / sqrt(omega)


def radial_s(r):
    return np.sqrt(4 * omega**1.5 / sqrt(pi)) * np.exp(-omega * r**2 / 2)


def radial_p(r):
    return (np.sqrt(8 * omega**2.5 / (3 * sqrt(pi)))
            * r * np.exp(-omega * r**2 / 2))


def coulomb_radial(f, g, order):
    """Double integral of f(r1) g(r2) r<^order / r>^(order+1) r1^2 r2^2."""
    outer = r_end * nodes
    inner = outer[:, None] * nodes[None, :]
    measure = outer[:, None] * weights[None, :] * inner**(order + 2)
    inside_g = (measure * g(inner)).sum(axis=1)
    inside_f = (measure * f(inner)).sum(axis=1)
    integrand = outer**(1 - order) * (f(outer) * inside_g + g(outer) * inside_f)
    return float(r_end * weights @ integrand)


def density_s(r):
    return radial_s(r)**2


def density_p(r):
    return radial_p(r)**2


def overlap_sp(r):
    return radial_s(r) * radial_p(r)


J = coulomb_radial(density_s, density_p, 0)
K = coulomb_radial(overlap_sp, overlap_sp, 1) / 3
J_ss = coulomb_radial(density_s, density_s, 0)
A = sqrt(2 * omega / pi)
assert abs(J - 5 * A / 6) < 1e-9
assert abs(K - A / 6) < 1e-9
assert abs(J_ss - A) < 1e-9

# K as a sum of squares in momentum space
r_grid = r_end * nodes
k_end = 12 * sqrt(omega)
k_grid = k_end * nodes
bessel = spherical_jn(1, k_grid[:, None] * r_grid[None, :])
form_factor = bessel @ (r_end * weights * r_grid**2 * overlap_sp(r_grid))
K_momentum = float(2 / pi * k_end * weights @ form_factor**2)
assert abs(K_momentum - K) < 1e-8

# ---------- exact two-electron energies from the relative motion ----------
step = 0.005
r = step * np.arange(1, 4001)


def relative_state(l, lam):
    """Lowest relative energy, mean 1/r12 and mean r12^2."""
    potential = l * (l + 1) / r**2 + omega**2 * r**2 / 4 + lam / r
    energy, vector = eigh_tridiagonal(
        2 / step**2 + potential, np.full(len(r) - 1, -1 / step**2),
        select="i", select_range=(0, 0))
    prob = vector[:, 0]**2
    prob = prob / prob.sum()
    return float(energy[0]), float(prob @ (1 / r)), float(prob @ r**2)


def exact_levels(lam):
    """Energies of the sp triplet, sp singlet and closed-shell ground state."""
    eps_odd = relative_state(1, lam)[0]
    eps_even = relative_state(0, lam)[0]
    return (1.5 * omega + eps_odd, 2.5 * omega + eps_even,
            1.5 * omega + eps_even)


strengths = [0.0, 0.01, 0.1, 0.5, 1.0]
levels = {lam: exact_levels(lam) for lam in strengths}
split = {lam: levels[lam][1] - levels[lam][0] for lam in strengths}
assert abs(split[0.0]) < 1e-5
assert abs(levels[0.0][0] - 4 * omega) < 1e-5
assert abs(levels[0.0][0] - levels[0.0][2] - omega) < 1e-5
# at omega = 1/2, lam = 1 the ground state is r(1 + r/2)exp(-r^2/8), energy 2
assert abs(levels[1.0][2] - 2.0) < 1e-5

small = 0.01
below = exact_levels(-small)
slope_triplet = (levels[small][0] - below[0]) / (2 * small)
slope_singlet = (levels[small][1] - below[1]) / (2 * small)
slope_split = slope_singlet - slope_triplet
# central differences leave an error of order small^2
assert abs(slope_triplet - (J - K)) < 1e-4
assert abs(slope_singlet - (J + K)) < 1e-4
assert abs(slope_split - 2 * K) < 1e-4
assert abs(split[1.0] - 2 * K) > 0.01      # first order is not the full answer

free_triplet, free_singlet = relative_state(1, 0.0), relative_state(0, 0.0)
full_triplet, full_singlet = relative_state(1, 1.0), relative_state(0, 1.0)
assert abs(free_triplet[1] - (J - K)) < 1e-5
assert abs(free_singlet[1] - (J + K)) < 1e-5

# ---------- separations without interaction, directly from the orbitals ----------
t, wt = np.polynomial.hermite.hermgauss(12)
wt = wt / sqrt(pi)
joint = np.outer(wt, wt)
gap_squared = (t[:, None] - t[None, :])**2 / omega
p_over_s = sqrt(2) * t                     # p_z divided by s along z
sideways = 2 * (joint * gap_squared).sum() # x and y, both electrons in s


def separation_squared(sign):
    amplitude = (p_over_s[None, :] + sign * p_over_s[:, None]) / sqrt(2)
    return float(sideways + (joint * amplitude**2 * gap_squared).sum())


sep_triplet, sep_singlet = separation_squared(-1), separation_squared(+1)
sep_product = float(sideways
                    + (joint * p_over_s[None, :]**2 * gap_squared).sum())
assert abs(sep_triplet - 5 / omega) < 1e-9
assert abs(sep_singlet - 3 / omega) < 1e-9
assert abs(sep_triplet - free_triplet[2]) < 1e-3
assert abs(sep_singlet - free_singlet[2]) < 1e-3

# ---------- printed numbers ----------
print("LATTICE CHECK (energies in model units)")
print(f"three electrons, explicit state: {three_direct:.6f}")
print(f"three electrons, J and K rule:   {three_rule:.6f}")
print(f"J = {J_lat:.6f}, K = {K_lat:.6f}")
print(f"both spins up:           {E_parallel:.6f}")
print(f"triplet with M = 0:      {E_triplet_zero:.6f}")
print(f"one up-down determinant: {E_updown:.6f}")
print(f"open-shell singlet:      {E_singlet_open:.6f}")
print(f"constant w, splitting:   {abs(constant_split):.6f}")
print(f"contact w, both up:      {abs(contact_parallel):.6f}")
print(f"contact w, singlet:      {contact_singlet:.6f}")
print("TRAP MODEL")
print(f"omega = {omega:.2f} hartree")
print(f"A = sqrt(2 omega/pi) = {A:.6f} hartree")
print(f"J(s,p) = {J:.6f} hartree")
print(f"K(s,p) = {K:.6f} hartree")
print(f"K(s,p) from momentum space = {K_momentum:.6f} hartree")
print(f"J(s,s) = {J_ss:.6f} hartree")
print(f"J - K = {J - K:.6f} hartree")
print(f"J + K = {J + K:.6f} hartree")
print(f"2K = {2 * K:.6f} hartree = {2 * K * HARTREE_EV:.3f} eV")
print(f"slope of triplet energy at lam=0: {slope_triplet:.5f} hartree")
print(f"slope of singlet energy at lam=0: {slope_singlet:.5f} hartree")
print(f"slope of splitting at lam=0:      {slope_split:.5f} hartree")
print("lam | triplet | sp singlet | ground | splitting | 2 lam K (hartree)")
for lam in strengths:
    e_t, e_s, e_g = levels[lam]
    print(f"{lam:.2f} | {e_t:.5f} | {e_s:.5f} | {e_g:.5f} | "
          f"{abs(split[lam]):.5f} | {2 * lam * K:.5f}")
print(f"exact splitting at lam=1: {split[1.0] * HARTREE_EV:.3f} eV")
print(f"exact splitting / 2K at lam=1: {split[1.0] / (2 * K):.3f}")
print(f"triplet minus ground, lam=0: {levels[0.0][0]-levels[0.0][2]:.5f} hartree")
print(f"triplet minus ground, lam=1: {levels[1.0][0]-levels[1.0][2]:.5f} hartree")
print("mean r12^2 at lam=0 (bohr^2):")
print(f"  triplet {sep_triplet:.3f}, singlet {sep_singlet:.3f}, "
      f"plain product {sep_product:.3f}")
print("mean r12^2 at lam=1 (bohr^2):")
print(f"  triplet {full_triplet[2]:.3f}, singlet {full_singlet[2]:.3f}")
print("mean 1/r12 at lam=1 (hartree):")
print(f"  triplet {full_triplet[1]:.5f}, singlet {full_singlet[1]:.5f}")
print("all good")
```

It prints:

```
LATTICE CHECK (energies in model units)
three electrons, explicit state: 2.118157
three electrons, J and K rule:   2.118157
J = 0.733494, K = 0.045471
both spins up:           0.688023
triplet with M = 0:      0.688023
one up-down determinant: 0.733494
open-shell singlet:      0.778965
constant w, splitting:   0.000000
contact w, both up:      0.000000
contact w, singlet:      0.421566
TRAP MODEL
omega = 0.50 hartree
A = sqrt(2 omega/pi) = 0.564190 hartree
J(s,p) = 0.470158 hartree
K(s,p) = 0.094032 hartree
K(s,p) from momentum space = 0.094032 hartree
J(s,s) = 0.564190 hartree
J - K = 0.376126 hartree
J + K = 0.564190 hartree
2K = 0.188063 hartree = 5.117 eV
slope of triplet energy at lam=0: 0.37613 hartree
slope of singlet energy at lam=0: 0.56419 hartree
slope of splitting at lam=0:      0.18806 hartree
lam | triplet | sp singlet | ground | splitting | 2 lam K (hartree)
0.00 | 2.00000 | 2.00000 | 1.50000 | 0.00000 | 0.00000
0.01 | 2.00376 | 2.00563 | 1.50563 | 0.00187 | 0.00188
0.10 | 2.03744 | 2.05566 | 1.55566 | 0.01822 | 0.01881
0.50 | 2.18378 | 2.26447 | 1.76447 | 0.08069 | 0.09403
1.00 | 2.35966 | 2.50000 | 2.00000 | 0.14034 | 0.18806
exact splitting at lam=1: 3.819 eV
exact splitting / 2K at lam=1: 0.746
triplet minus ground, lam=0: 0.50000 hartree
triplet minus ground, lam=1: 0.35966 hartree
mean r12^2 at lam=0 (bohr^2):
  triplet 10.000, singlet 6.000, plain product 8.000
mean r12^2 at lam=1 (bohr^2):
  triplet 11.499, singlet 8.210
mean 1/r12 at lam=1 (hartree):
  triplet 0.34445, singlet 0.44744
all good
```
